# Adding thermal resistivities when phonon groups have different lifetimes

**Data for all parts.** Heat in a crystal is carried by two groups of phonons. Each has heat capacity per volume $C=0.10$ J/(cm³ K) and isotropic speed $v=6.0$ km/s. The intrinsic lifetimes are $\tau_1=10$ ps and $\tau_2=90$ ps. An extrinsic process, independent of the intrinsic ones, is then added. It scatters both groups at the rate $1/\tau_e$, with $\tau_e=10$ ps. Use the relaxation-time approximation: each collision process returns a group's deviation from local equilibrium to zero at its own rate, and no heat flux passes between groups.

## Part (a)

**Question.** Starting from the Boltzmann equation, find the conductivity of one group with both processes present.

**Answer.** Let the temperature gradient $G=dT/dz$ be small, and let $\mu$ be the cosine of the angle between a phonon's velocity and the $z$ axis. Let $u_i(\mu)$ be the deviation of the energy density of group $i$ from local equilibrium, normalized so that its average over directions, $\tfrac12\int_{-1}^{1}u_i\,d\mu$, is an energy per volume.

In the steady state, drift along the gradient balances scattering. To first order in $G$ the drift term acts on the equilibrium energy density alone, whose gradient is $CG$:

$$
v\mu\,CG=-\frac{u_i}{\tau_i}-\frac{u_i}{\tau_e}.
$$

The two loss terms have the same form, so their rates add:

$$
u_i=-Cv\mu\,G\,t_i,\qquad \frac1{t_i}=\frac1{\tau_i}+\frac1{\tau_e},\qquad t_i=\frac{\tau_i\tau_e}{\tau_i+\tau_e}.
$$

This deviation is odd in $\mu$. It therefore averages to zero, and the scattering terms neither create nor destroy energy. The heat flux is

$$
q_i=\frac12\int_{-1}^{1}v\mu\,u_i\,d\mu=-Cv^2t_iG\cdot\frac12\int_{-1}^{1}\mu^2d\mu=-\frac{Cv^2t_i}{3}\,G .
$$

Since $q_i=-\kappa_iG$, the conductivity is $\kappa_i=Cv^2t_i/3$.

## Part (b)

**Question.** Find the conductivity with both processes present. Compare it with the value obtained by adding two thermal resistivities: that of the crystal with intrinsic scattering alone, and that of the same two groups with extrinsic scattering alone.

**Answer.** Both groups feel the same gradient and their fluxes add, so their conductivities add. The common factor is

$$
A=\frac{Cv^2}{3}=\frac{(1.0\times10^5)(6.0\times10^3)^2}{3}\ \frac{\mathrm W}{\mathrm{m\,K\,s}}=1.2\ \frac{\mathrm W}{\mathrm{m\,K\,ps}} .
$$

With both processes, the lifetimes are

$$
t_1=\frac{10\cdot10}{20}=5\ \text{ps},\qquad t_2=\frac{90\cdot10}{100}=9\ \text{ps},
$$

so $\kappa=1.2\,(5+9)=16.8$ W/(m K).

For the separate processes,

$$
\kappa_{\rm int}=1.2\,(10+90)=120,\qquad \kappa_{\rm ext}=1.2\,(10+10)=24\ \text{W/(m K)} .
$$

Adding their resistivities gives

$$
\kappa_{\rm add}=\left(\frac1{120}+\frac1{24}\right)^{-1}=\frac{120\cdot24}{144}=20\ \text{W/(m K)} .
$$

The ratio is $16.8/20=0.84$. The true conductivity of the model is 16 percent below the value from added resistivities. The factor $A$ cancels, so this percentage depends on the lifetimes and not on $C$ or $v$.

The new process also changes which phonons carry the heat. The long-lived group carries 90 percent of it before the addition and $9/14$, or 64 percent, afterwards. Adding resistivities treats the crystal as one channel and misses this redistribution.

Integrating the angle-resolved Boltzmann equation in time until it is steady gives 16.8000 W/(m K) and a deficit of 16.000 percent (see the numerical output).

## Part (c)

**Question.** For any number of groups, with any heat capacities, speeds and lifetimes, can adding resistivities ever give too low a conductivity? When is it correct?

**Answer.** Let $a_i$ be the conductivity of group $i$ with intrinsic scattering alone, and $b_i$ that with extrinsic scattering alone. Both are positive and proportional to lifetimes with the same prefactor, so adding rates gives $\kappa_i=a_ib_i/(a_i+b_i)$. Define

$$
s_i=a_i+b_i,\qquad p_i=\frac{a_i}{s_i},\qquad S=\sum_is_i,\qquad \bar p=\frac1S\sum_is_ip_i .
$$

Then $a_i=s_ip_i$ and $b_i=s_i(1-p_i)$. The true conductivity is

$$
\kappa=\sum_is_ip_i(1-p_i)=S\bar p-\sum_is_ip_i^2 .
$$

The totals are $\sum a_i=S\bar p$ and $\sum b_i=S(1-\bar p)$, whose sum is $S$. Hence

$$
\kappa_{\rm add}=\frac{S\bar p\cdot S(1-\bar p)}{S}=S\bar p-S\bar p^2 .
$$

Subtracting, and using $\sum_i s_i(p_i-\bar p)^2=\sum_i s_ip_i^2-2\bar p\,S\bar p+S\bar p^2$,

$$
\kappa_{\rm add}-\kappa=\sum_is_ip_i^2-S\bar p^2=\sum_is_i(p_i-\bar p)^2\ \ge 0 .
$$

Within the relaxation-time approximation, adding resistivities therefore never gives too low a value. It is correct when all $p_i$ are equal, that is, when $a_i/b_i=\tau_i/\tau_{e,i}$ is the same for every group. A spread of intrinsic lifetimes does no harm if the extrinsic lifetimes are spread in proportion.

For the present data $s=(24,120)$ W/(m K), $p=(0.5,0.9)$ and $\bar p=120/144=5/6$. The gap is

$$
24\left(\tfrac13\right)^2+120\left(\tfrac1{15}\right)^2=2.67+0.53=3.2\ \text{W/(m K)},
$$

which is $20-16.8$.

A circuit gives the same picture. Each group is a branch with conductances $a_i$ and $b_i$ in series, and the branches are in parallel. With unit voltage applied at the $a_i$ end, $p_i$ is the potential of the branch's midpoint. Adding total resistivities amounts to wiring the midpoints together. That changes nothing if they are already at one potential; otherwise it raises the conductance.

## Part (d)

**Question.** Keep the two intrinsic lifetimes fixed and vary $\tau_e$. Find the fractional deficit $D=1-\kappa/\kappa_{\rm add}$, its limits and its largest value.

**Answer.** Write $\tau_{1,2}=m\mp d$, with $m=50$ ps and $d=40$ ps, and let $B=\tau_e+m$. Then

$$
\frac{\kappa}{A}=\tau_e\left[\frac{m+d}{B+d}+\frac{m-d}{B-d}\right]=\frac{2\tau_e(mB-d^2)}{B^2-d^2},
$$

because the cross terms $\pm d(B-m)$ in the numerator cancel. Adding resistivities gives

$$
\frac{\kappa_{\rm add}}{A}=\frac{2m\cdot2\tau_e}{2m+2\tau_e}=\frac{2m\tau_e}{B}.
$$

Therefore

$$
D=1-\frac{B(mB-d^2)}{m(B^2-d^2)}=\frac{d^2(B-m)}{m(B^2-d^2)}=\frac{d^2\tau_e}{m\left[(\tau_e+m)^2-d^2\right]} .
$$

Let $g=\sqrt{\tau_1\tau_2}=30$ ps, so that $m^2-d^2=g^2$. Dividing numerator and denominator by $\tau_e$,

$$
D=\frac{d^2}{m\left(\tau_e+2m+g^2/\tau_e\right)} .
$$

The deficit vanishes for $\tau_e\to\infty$ and for $\tau_e\to0$, where one process dominates the total resistivity. Since $\tau_e+g^2/\tau_e=(\sqrt{\tau_e}-g/\sqrt{\tau_e})^2+2g$, the denominator is smallest at $\tau_e=g=30$ ps. There

$$
D_{\max}=\frac{d^2}{2m(m+g)}=\frac{(m-g)(m+g)}{2m(m+g)}=\frac{m-g}{2m}=\frac{20}{100}=20\ \text{percent}.
$$

The formula is unchanged when $\tau_e$ is replaced by $g^2/\tau_e$. An extrinsic lifetime of 90 ps thus gives the same 16 percent as 10 ps.

## Part (e)

**Question.** An analyst knows $\kappa$, $\kappa_{\rm int}$ and $A$, and finds $\tau_e$ by subtracting resistivities. What is the result? Does the method become reliable when extrinsic scattering is weak?

**Answer.** The resistivity really added is

$$
\frac1{16.8}-\frac1{120}=0.0512\ \text{m K/W},
$$

whereas extrinsic scattering alone gives $1/24=0.0417$ m K/W. Equating the difference to $1/(2A\tau_e)$ yields

$$
\tau_e^{\rm inferred}=\frac1{2(1.2)(0.0512)}=8.1\ \text{ps},
$$

about 19 percent below the true 10 ps.

Weak scattering makes this worse, although $D$ vanishes there. For $\tau_e\gg\tau_2$, $t_i\approx\tau_i-\tau_i^2/\tau_e$, so to first order in $1/\tau_e$

$$
\frac1\kappa-\frac1{\kappa_{\rm int}}\approx\frac{\sum\tau_i^2}{A\tau_e(\sum\tau_i)^2}=\frac{8200}{10^4A\tau_e}=\frac{0.82}{A\tau_e},
$$

while the analyst assumes $0.5/(A\tau_e)$. The inferred lifetime tends to $0.5/0.82=0.61$ of the true one. The error in the total conductivity is small because the added resistivity is small, not because it is right.

## Part (f)

**Question.** The data resemble a silicon nanowire 60 nm in diameter near 300 K, with $\tau_e$ equal to diameter divided by speed. Would 16 percent apply to a real wire?

**Answer.** No. The numbers are rounded model values. The model's 120 W/(m K) is somewhat below bulk silicon, which is roughly 150 W/(m K) at room temperature. The two groups hold 0.2 J/(cm³ K), about an eighth of silicon's rough total of 1.6 J/(cm³ K), and real lifetimes are spread continuously. The effects below are changed one at a time, so their shifts should not be summed.

*Slow modes.* This is the largest effect found. Give the missing 1.4 J/(cm³ K) a speed of 1.5 km/s and a lifetime of 3 ps, both rough. The wall lifetime is then $60/1.5=40$ ps. These modes carry 3.15 W/(m K) with intrinsic scattering alone but 42 W/(m K) with wall scattering alone. Their ratio $a/b=3/40$ is far from the values 1 and 9 of the other groups, and the absolute gap of part (c), which cannot shrink when a group is added, grows from 3.2 to 23.2 W/(m K). Part (c) does not fix the fractional deficit, which would fall again if the added group dominated both totals. The true value becomes 19.7 W/(m K), added resistivities give 43.0 W/(m K), and the deficit is 54 percent. This figure depends on the rough inputs: trial speeds between 0.5 and 3 km/s and lifetimes between 1 and 10 ps give values from about 31 to 54 percent.

*Walls are not a uniform rate.* A phonon leaves a diffuse wall with no deviation and builds it up along its path. At distance $s$ from the wall, measured back along the ray, the bulk deviation is multiplied by $1-e^{-s/\Lambda}$, where $\Lambda=v\tau_i$ is 60 or 540 nm. Averaging over the cross-section and over directions gives 5.9 and 10.4 W/(m K) for the groups, in total 16.3 W/(m K). This is 18.7 percent below the same 20 W/(m K).

*Partly specular walls.* Suppose a fraction 0.2 of the long-lived group's reflections is specular, and take its wall lifetime as longer by $(1+0.2)/(1-0.2)=1.5$, or 15 ps. The ratios $a_i/b_i$ are then 1 and 6 instead of 1 and 9, and the deficit falls to 10.7 percent. This treats the wall as a uniform rate, and the factor 1.5 is exact only for wall scattering alone. Following rays in the cylinder, as in the previous paragraph, gives 15.7 percent, to be compared with 18.7 percent for fully diffuse walls.

*Spread and temperature.* Spreading the lifetimes evenly by ±50 percent within each group gives 17.1 percent. This spread is narrow: acoustic lifetimes that scale roughly as $\omega^{-2}$ cover decades, so 17.1 percent should not be read as the effect of the spread in silicon. At 400 K, with intrinsic lifetimes scaled as $1/T$ and $\tau_e$ fixed, the deficit is 17.7 percent. In part (d)'s terms, $g$ has dropped from 30 to 22.5 ps, closer to $\tau_e$.

*Flux exchange.* Some intrinsic collisions pass heat flux from one group to the other instead of destroying it. If they make up 20 percent of the long-lived group's intrinsic rate, with the same exchange rate in both directions and both total intrinsic rates held fixed, the deficit is 15.4 percent. If instead very fast exchange is added to the original rates, both groups are forced to carry equal flux and respond to the mean rate $\bar r=\tfrac12(1/\tau_1+1/\tau_2)$. Then $\kappa=2A/(\bar r+1/\tau_e)$, so

$$
\frac1\kappa=\frac{\bar r}{2A}+\frac1{2A\tau_e},
$$

and resistivities add without error. The 16 percent belongs to two groups that do not exchange flux.

## Computed values

```
heat capacity per group: 0.10 J/(cm^3 K)
speed: 6.0 km/s; wire diameter: 60 nm
intrinsic lifetimes: 10, 90 ps
extrinsic lifetime diameter/speed: 10.0 ps
intrinsic mean free paths: 60, 540 nm
combined lifetimes: 5.00, 9.00 ps
k per ps of lifetime: 1.20 W/(m K ps)
k intrinsic only: 120.00 W/(m K)
k extrinsic only: 24.00 W/(m K)
k of the groups, both processes: 6.00, 10.80 W/(m K)
k true: 16.80 W/(m K)
k from Boltzmann time evolution: 16.8000 W/(m K)
k from added resistivities: 20.00 W/(m K)
deficit: 16.00 percent
deficit from Boltzmann time evolution: 16.000 percent
long-lived share of heat, before: 90.0 percent
long-lived share of heat, after: 64.3 percent
resistivity really added: 0.05119 m K/W
extrinsic-only resistivity: 0.04167 m K/W
extrinsic lifetime inferred by subtraction: 8.14 ps
largest deficit: 20.00 percent at 30.00 ps
deficit at extrinsic lifetime 90 ps: 16.00 percent
Neglected effects, one at a time:
diffuse wire, k of the groups: 5.91, 10.35 W/(m K)
diffuse wire, k total: 16.27 W/(m K)
diffuse wire, deficit: 18.7 percent
specular fraction 0.2 for long-lived group, its extrinsic lifetime: 15.0 ps
specular case, deficit: 10.7 percent
lifetimes spread by +-50 percent in each group, deficit: 17.1 percent
flux passed between groups at 0.00222 per ps (20 percent of slow rate), deficit: 15.4 percent
very strong flux exchange, deficit: 0.000 percent
400 K instead of 300 K, deficit: 17.7 percent
slow modes: C 1.4 J/(cm^3 K), v 1.5 km/s, lifetime 3.0 ps, extrinsic 40 ps
slow modes, k intrinsic only: 3.15 W/(m K)
slow modes, k extrinsic only: 42.00 W/(m K)
with slow modes, k true: 19.73 W/(m K)
with slow modes, k from added resistivities: 42.97 W/(m K)
with slow modes, deficit: 54.1 percent
```
